\section*{Doubling one rate constant in a three-state surface loop}

\section{Question}

I am modelling a precursor fragment on a surface during the purge of a deposition cycle. It has three bound forms, $A$, $B$ and $C$, and each can turn directly into either of the others. I took six rate constants from one set of state energies and barrier heights, and the model settled to the Boltzmann populations.

I then wanted $A\to B$ to be faster, so I doubled $k_{AB}$ and left the other five constants alone. The populations still become constant, which I took to mean equilibrium. But the net rate from $A$ to $B$ does not go to zero, and a smaller time step changes nothing.

An exercise in my course says that this change violates the Wegscheider condition and creates a spurious circulating flux. I can see that a product of rate constants has changed. I cannot see why a flux must follow, how large it is, or why it is unphysical rather than a new equilibrium with more $B$. What should I have changed instead?

\section{Answer}

Your integration is fine. Constant populations mean that each form gains molecules as fast as it loses them. Equilibrium asks for more: each step must balance its own reverse. In a loop the two conditions can differ.

\subsection{What the original constants satisfy}

Let $k_{ij}$ be the rate constant from $i$ to $j$, and count $A\to B\to C\to A$ as the forward direction. I assume a closed layer at one temperature $T$, with no light, plasma or other drive, and molecules sparse enough to be independent. All six constants are positive.

With a common prefactor $\nu$, state energies $E_i$ and one barrier top $E^\ddagger_{ij}=E^\ddagger_{ji}$ for each step,
\begin{equation}
k_{ij}=\nu\,e^{-(E^\ddagger_{ij}-E_i)/k_{\rm B}T},\qquad
\frac{k_{ij}}{k_{ji}}=e^{(E_i-E_j)/k_{\rm B}T}.
\end{equation}
The barrier top cancels in the ratio because both directions cross it. Multiplying the three ratios round the loop gives
\begin{equation}
\frac{k_{AB}k_{BC}k_{CA}}{k_{BA}k_{CB}k_{AC}}
=e^{[(E_A-E_B)+(E_B-E_C)+(E_C-E_A)]/k_{\rm B}T}=1 .
\end{equation}
This is the Wegscheider condition. If you replace $k_{AB}$ by $fk_{AB}$ and nothing else, the ratio becomes $f$. For $f=2$ the condition is violated.

The starting point matters. Had the original ratio been $1/2$, doubling $k_{AB}$ would have repaired the set.

\subsection{Why a steady flux must follow}

Let $p_i$ be the fraction of molecules in form $i$, and let $J_{ij}$ be the net flux from $i$ to $j$ per molecule in the layer. At steady state
\begin{equation}
\dot p_A=J_{CA}-J_{AB}=0,\qquad
\dot p_B=J_{AB}-J_{BC}=0,
\end{equation}
so all three net fluxes equal one number $J$. No $p_i$ can be zero, since an empty form would be filled from the occupied ones.

Suppose that $J=0$. Then
\begin{equation}
fk_{AB}p_A=k_{BA}p_B,\quad
k_{BC}p_B=k_{CB}p_C,\quad
k_{CA}p_C=k_{AC}p_A .
\end{equation}
Multiply the three equations and cancel $p_Ap_Bp_C$. The result is $fk_{AB}k_{BC}k_{CA}=k_{BA}k_{CB}k_{AC}$, which with the original condition requires $f=1$. For $f=2$, therefore, $J\neq0$.

\subsection{How large it is}

Let $\pi_i$ be the original equilibrium fractions. In that equilibrium each step has equal traffic both ways, which defines the exchange rates
\begin{equation}
e_{ij}=\pi_i k_{ij}=\pi_j k_{ji}.
\end{equation}
Here $k_{ij}$ still means the original constants. Write the new populations as $p_i=\pi_i x_i$. The flux through the altered step is
\begin{equation}
J=fk_{AB}\pi_Ax_A-k_{BA}\pi_Bx_B=e_{AB}(fx_A-x_B),
\end{equation}
and the other two steps are treated in the same way. Dividing each flux by its exchange rate,
\begin{equation}
\frac{J}{e_{AB}}=fx_A-x_B,\quad
\frac{J}{e_{BC}}=x_B-x_C,\quad
\frac{J}{e_{CA}}=x_C-x_A .
\end{equation}
In the sum, $x_B$ and $x_C$ cancel:
\begin{equation}
JR=(f-1)x_A,\qquad
R=\frac1{e_{AB}}+\frac1{e_{BC}}+\frac1{e_{CA}} .
\label{eq:sum}
\end{equation}
The last two relations also give
\begin{equation}
x_C=x_A+\frac{J}{e_{CA}},\qquad
x_B=x_C+\frac{J}{e_{BC}}
=x_A+J\left(\frac1{e_{BC}}+\frac1{e_{CA}}\right).
\label{eq:x}
\end{equation}
Insert these into $\pi_Ax_A+\pi_Bx_B+\pi_Cx_C=1$. Since the $\pi_i$ add to one,
\begin{equation}
x_A+JS=1,\qquad
S=\pi_B\left(\frac1{e_{BC}}+\frac1{e_{CA}}\right)+\frac{\pi_C}{e_{CA}} .
\end{equation}
Substituting $x_A=1-JS$ into \eqref{eq:sum} gives $JR=(f-1)(1-JS)$. Collecting the terms in $J$,
\begin{equation}
J=\frac{f-1}{R+(f-1)S},\qquad
J\big|_{f=2}=\frac1{R+S}>0 .
\label{eq:J}
\end{equation}

The denominator is positive for every $f>0$. Indeed $S\le(\pi_B+\pi_C)(1/e_{BC}+1/e_{CA})<R$, so $R+(f-1)S>R-S>0$. Thus $J$ has the sign of $f-1$: raising the forward constant drives the loop forward, and lowering it drives the loop backward. For another forward constant, relabel the states cyclically.

Three limits help in reading the formula.
\begin{itemize}
\item For a small change, $J\approx(f-1)/R$. The steps act like resistances $1/e_{ij}$ in series.
\item For $f\to\infty$, $J\to1/S$. Molecules reaching $A$ pass on to $B$ almost at once, so $A$ is nearly empty and the other two steps limit the flux.
\item For $f=2$, $J<1/R$, which is below the smallest exchange rate. If one step is closed in both directions, $J$ goes to zero. An open chain has no loop and no Wegscheider condition.
\end{itemize}

As a simple case, let all six original constants equal $k$. Then $\pi_i=1/3$, $e_{ij}=k/3$, $R=9/k$ and $S=\frac13\frac6k+\frac13\frac3k=3/k$. Doubling one constant gives $J=k/12$.

\subsection{Why it is not just a new equilibrium}

A new equilibrium would need new state energies, and none fit. For any energies, the three values of $\ln(k_{ij}/k_{ji})$ round the loop add to zero. Yours add to $\ln f$. The misfits must therefore add to $\ln f$, and their sum of squares is smallest when they are equal. Even the best least-squares fit leaves $(\ln2)/3=0.231$ on each step.

The second law gives a physical objection. Apart from a constant at fixed coverage and temperature, the free energy per molecule of a dilute layer is
\begin{equation}
F=\sum_i p_iE_i+k_{\rm B}T\sum_i p_i\ln p_i .
\end{equation}
From $\pi_i=e^{-E_i/k_{\rm B}T}/Z$, with $Z$ the normalising sum, $E_i=-k_{\rm B}T\ln\pi_i-k_{\rm B}T\ln Z$. Hence
\begin{equation}
F-F_{\rm eq}=k_{\rm B}T\sum_i p_i\ln\frac{p_i}{\pi_i}\ge0 .
\end{equation}
The inequality follows from $\ln y\le y-1$ with $y=\pi_i/p_i$, and equality requires $p_i=\pi_i$.

Now start the altered model at the true equilibrium. The step $A\to B$ has net flux $(f-1)e_{AB}$ while the other two have none, so the populations move away and settle elsewhere. The free energy, measured with the original energies, has risen from its minimum, at constant temperature and with no work supplied. A closed, undriven layer with those energies cannot do that. The rise alone does not single out the loop. A consistent change of state energies or state counts, such as the last two repairs below, also raises this $F$ when started from the old $\pi_i$, by $0.0016$ eV in the worked example. There $F$ must be rebuilt with the new weights, and the new populations are its minimum. For the doubled $k_{AB}$ no energies fit, so that way out is closed.

The loop would even deliver work. Let it run against a load that takes work $W$ per forward loop. The load multiplies the forward-to-reverse product ratio by $e^{-W/k_{\rm B}T}$, making it $fe^{-W/k_{\rm B}T}$. Any set with ratio $g$ is a consistent set with $k_{AB}$ multiplied by $g$, so \eqref{eq:J} applies with $g$ in place of $f$. The flux stays forward until $g=1$, that is, until
\begin{equation}
W=k_{\rm B}T\ln f .
\end{equation}
At any smaller positive load the model draws work steadily from a single heat bath.

\subsection{A worked example}

Take $T=450$ K, so $k_{\rm B}T=0.03878$ eV, and $\nu=10^{13}\ {\rm s^{-1}}$. The state energies of $A$, $B$, $C$ are $0$, $0.05$ and $0.02$ eV. The barrier tops for $AB$, $BC$, $CA$ are $1.00$, $1.03$ and $1.05$ eV on the same scale. In ${\rm s^{-1}}$, the original constants are
\begin{equation}
\begin{aligned}
k_{AB}&=63.167, & k_{BC}&=105.799, & k_{CA}&=29.141,\\
k_{BA}&=229.334, & k_{CB}&=48.809, & k_{AC}&=17.399 .
\end{aligned}
\end{equation}
Both products are $1.948\times10^5\ {\rm s^{-3}}$. Doubling $k_{AB}$ to $126.335\ {\rm s^{-1}}$ raises the forward product to $3.895\times10^5\ {\rm s^{-3}}$ and leaves the reverse one alone.

The equilibrium fractions are $\pi_A=0.534$, $\pi_B=0.147$ and $\pi_C=0.319$. The exchange rates are $e_{AB}=33.73$, $e_{BC}=15.56$ and $e_{CA}=9.29\ {\rm s^{-1}}$. Therefore
\begin{align}
R&=0.0296+0.0643+0.1076=0.2015\ {\rm s},\\
S&=0.147(0.0643+0.1076)+0.319(0.1076)=0.0596\ {\rm s},\\
J&=\frac1{0.2015+0.0596}=3.83\ {\rm s^{-1}} .
\end{align}
Each molecule makes on average 3.83 net loops per second. The step $CA$ supplies the largest part of $R$.

The new fractions, from \eqref{eq:x}, are $p_A=0.41216$, $p_B=0.21035$ and $p_C=0.37750$. The three net fluxes can be checked directly, in ${\rm s^{-1}}$:
\begin{align}
J_{AB}&=126.335(0.41216)-229.334(0.21035)=3.83,\\
J_{BC}&=105.799(0.21035)-48.809(0.37750)=3.83,\\
J_{CA}&=29.141(0.37750)-17.399(0.41216)=3.83 .
\end{align}
As a separate test, a random trajectory of one molecule with these altered constants was followed for 300\,000 jumps, counting net crossings from $A$ to $B$. It gave $3.73\pm0.08$ loops per second, where the uncertainty is one standard error. This agrees with $3.83$.

The slowest relaxation time is 8.7 ms. After many such times the populations look settled while the loop keeps turning, which is what you saw. Starting from equilibrium, the free energy rises by $0.00125$ eV per molecule. The load that stops the loop is $k_{\rm B}T\ln2=0.0269$ eV per loop.

\subsection{What to change instead}

The right change depends on why $A\to B$ should be faster.

\paragraph{A lower barrier.} Lowering the top between $A$ and $B$ by $k_{\rm B}T\ln2$ doubles both $k_{AB}$ and $k_{BA}$. Both products double, the equilibrium populations stay as they were, and $J=0$.

\paragraph{Two equivalent copies of $B$.} If $B$ stands for two mirror-image forms, there are twice as many ways into it from $A$ and also from $C$. Double $k_{AB}$ and $k_{CB}$; the exits from each copy are unchanged. One factor of two enters each product, so $J=0$. The weight of $B$ doubles, and its fraction becomes
\begin{equation}
\frac{2\pi_B}{1+\pi_B}=\frac{0.2942}{1.1471}=0.256 .
\end{equation}
Doubling $k_{AB}$ alone counts the copies at one entrance and forgets them at the other. It gives $0.210$, so the population is wrong as well as the flux.

\paragraph{A more stable $B$.} Lowering $E_B$ by $k_{\rm B}T\ln2$ with the barrier tops fixed halves both exits, $k_{BA}$ and $k_{BC}$. Each product is halved and again $J=0$. This is a real new equilibrium with more $B$, although $k_{AB}$ itself is unchanged: molecules stay longer in $B$ rather than entering it faster.

\subsection{How this compares with a real surface}

The numbers are illustrative: a copper surface at 450 K, with barriers near 1 eV chosen for the example. They are not calculated for a particular precursor. Copper enters through the site density of its (111) face: a rough lattice constant $a=0.36$ nm gives $4/(\sqrt3a^2)=17.8\ {\rm nm^{-2}}$. With one molecule per 20 sites, the spurious flux is $0.05\times17.8\times3.83=3.4$ loops per nm$^2$ per second. Whether this layer, with $0.89$ molecules per nm$^2$, is dilute depends on the size of the fragment. Close-packed discs $0.5$ nm across would reach $4.6\ {\rm nm^{-2}}$, but discs $1.0$ nm across only $1.2\ {\rm nm^{-2}}$. The example therefore assumes a small fragment, and even then independence is an approximation. Suppose, roughly, that crowding raises $E_B$ in proportion to coverage, at a rate that would give $0.20$ eV for one molecule per copper site. The shift here is then $0.010$ eV, which raises $J$ by 5\% with the barrier tops held fixed. One molecule per site is only a reference point, since $0.5$ nm discs saturate at about $0.26$ per site. If the $0.20$ eV were reached at that close packing, the shift would be $0.039$ eV and $J$ would rise by 15\%. Near saturation the molecules are no longer independent, and the dilute result should not be used.

A real layer is also not perfectly closed. With a rough desorption level of $1.50$ eV above $A$ and a prefactor of $10^{15}\ {\rm s^{-1}}$, 2.8\% of the molecules leave in one second. Tunnelling, estimated by the Wigner correction with a barrier wavenumber of $300\ {\rm cm^{-1}}$ for every step, multiplies all six constants alike and raises $J$ by 3.8\%.

Barrier errors matter much more for the size of $J$. Moving all three tops down or up by $0.1$ eV changes it to $50$ or $0.29\ {\rm s^{-1}}$. With the original energies, it is $0.14\ {\rm s^{-1}}$ at 400 K and $53\ {\rm s^{-1}}$ at 500 K. A small spurious flux at one temperature is therefore no assurance at another. Yet none of these barrier errors creates circulation in a consistent set, because each shifted top acts on both directions of its step.

Circulation can be real when light or plasma drives a step, or when the steps exchange gas molecules held away from chemical equilibrium, as in a catalytic cycle. Suppose $A\to B$ takes up a gas X and $C\to A$ releases a gas Y. The effective $k_{AB}$ is then proportional to the pressure of X, and $k_{AC}$ to that of Y. Doubling the pressure of X from its equilibrium value gives the constants above and a real flux of $3.83\ {\rm s^{-1}}$, paid for by the conversion of X into Y. Pumping Y away also drives the loop forward. The case is different when the three steps themselves exchange nothing with the gas. Molecules that enter the layer in one form and leave in another also maintain steady net fluxes, but these cannot run the same way round all three steps. With consistent constants and $x_i=p_i/\pi_i$, each flux is $J_{ij}=e_{ij}(x_i-x_j)$. The three values of $J_{ij}/e_{ij}$ round the loop therefore add to zero, so the fluxes cannot all have the same sign. Your closed purge model has no driven step, so its circulation comes from the inconsistent constants. The full set of computed values is in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature: 450 K; kT: 0.03878 eV
prefactor: 1.0e+13 1/s; multiplier f: 2
energy of A: 0.00 eV
energy of B: 0.05 eV
energy of C: 0.02 eV
barrier top A-B: 1.00 eV
barrier top B-C: 1.03 eV
barrier top C-A: 1.05 eV
original k_AB: 63.167 1/s; k_BA: 229.334 1/s
original k_BC: 105.799 1/s; k_CB: 48.809 1/s
original k_CA: 29.141 1/s; k_AC: 17.399 1/s
doubled k_AB: 126.335 1/s
original products, forward: 1.94753e+05, reverse: 1.94753e+05 1/s^3
altered products, forward: 3.89506e+05, reverse: 1.94753e+05 1/s^3
exchange rate e_AB: 33.7345 1/s
exchange rate e_BC: 15.5628 1/s
exchange rate e_CA: 9.2918 1/s
R: 0.20152 s; S: 0.05960 s
A fraction before: 0.53405; after: 0.41216; ratio x: 0.77176
B fraction before: 0.14710; after: 0.21035; ratio x: 1.42999
C fraction before: 0.31885; after: 0.37750; ratio x: 1.18391
spurious loop flux J: 3.8297 loops/s per molecule
stochastic J: 3.730 +/- 0.076 loops/s per molecule
equal-rate case J/k: 0.08333
least-squares misfit per step: 0.23105 (no unit)
slowest relaxation time: 8.69 ms
free-energy rise from equilibrium: 0.001248 eV per molecule
stall work per loop: 0.02688 eV
B fraction with two equivalent copies: 0.25647
copper lattice constant (rough): 0.36 nm
site density: 17.82 1/nm^2; coverage: 0.05
molecule density: 0.891 1/nm^2
loop flux per area: 3.412 loops/(nm^2 s)
desorption level: 1.50 eV; prefactor: 1.0e+15 1/s
desorbed in 1 s: 2.83 percent
lateral shift at full layer: 0.20 eV; used for B: 0.010 eV
J change from lateral shift: 5.02 percent
barrier wavenumber (rough): 300 1/cm
J change from Wigner tunnelling: 3.83 percent
J with all barriers 0.1 eV lower: 50.48 loops/s
J with all barriers 0.1 eV higher: 0.2905 loops/s
J at 400 K: 0.1423 loops/s
J at 500 K: 53.132 loops/s
\end{verbatim}
